# Removing Auger-Like Doubles from Coupled Cluster on a Core-Hole Reference, part 2

A core binding energy is the difference of two CCSD energies, one for the neutral system and one built on a determinant $\Phi_0$ (energy $E_0$, orbital energies $\varepsilon_p$) with an empty core spin orbital $h$. Energies are in hartree. The second calculation may not converge under the plain (Jacobi) update $t\leftarrow t-\Delta^{-1}r$, with amplitudes $t$, residuals $r_\mu=\langle\mu|\bar H|\Phi_0\rangle$, $\bar H=e^{-T}He^{T}$ and denominators $\Delta$.

Near a root $r$ has Jacobian $J$, and errors are multiplied by $G=1-\Delta^{-1}J$, with eigenvalues $\lambda$ and spectral radius $\rho$; stability needs $\rho<1$. Damping, $t\leftarrow t-\omega\Delta^{-1}r$, gives $\lambda_\omega=1-\omega(1-\lambda)$. A level shift replaces $\Delta$ by $\Delta+\kappa$.

$R$ is the set of doubles $ij\to ha$ ($i,j$ valence, $a$ any other virtual), $K$ all remaining singles and doubles. Removal sets $t_R=0$ and solves $r_K=0$ (truncated root); the full root keeps both. For $\mu$ in $R$,

$$\Delta_\mu=\varepsilon_a+\varepsilon_h-\varepsilon_i-\varepsilon_j ,$$

$$H_{\mu\mu}-E_0=\Delta_\mu+\delta_0,\qquad \delta_0=U_{ah}+U_{ij}-U_{ai}-U_{aj}-U_{hi}-U_{hj},$$

with $U_{pq}=\langle pq\|pq\rangle$. The dressed shift is $\delta=J_{\mu\mu}-\Delta_\mu$; $A=\Delta_\mu+\delta$ and $V=\langle\Phi_0|H|\mu\rangle$.

In the one-amplitude model, $\Omega=\sqrt{A^2+4V^2}$, $\sigma$ is the sign of $A$, and the core-hole root $t_c$ has $\lambda_c=1-\sigma\Omega/\Delta\approx-\delta/\Delta$ for $|V|\ll|A|$, unstable in the window $|\Delta|<|\delta|$. The other root is the decayed state. With $s=A$, $g=V^2$, the closed form is

$$Vt_c=\tfrac12\big(s-\sigma\sqrt{s^2+4g}\big)=-\frac gs\Big(1-\frac g{s^2}+\dots\Big).$$

In general, the linear formula is

$$E_{\rm full}-E_{\rm trunc}\approx-\tilde\eta S^{-1}r_R=-\sum_k\frac{g_k}{s_k},\qquad g_k=(\tilde\eta u_k)(v_kr_R),$$

where $\eta_\nu=\partial E/\partial t_\nu$, $\tilde\eta=\eta_R-\eta_KJ_{KK}^{-1}J_{KR}$, and $S=J_{RR}-J_{RK}J_{KK}^{-1}J_{KR}$ has eigenvalues $s_k$ (decayed pseudostate energies relative to the core-hole state) and right and left vectors $u_k,v_k$.

For exponents $\alpha_0\beta^{k+x}$, $y=k+x$, averaging over one period of $x$ gives

$$\Sigma(\gamma)=-\int_0^1\!dx\sum_k\frac{g_k}{s_k-i\gamma}=-\int\!ds\,\frac{w(s)}{s-i\gamma},\qquad w=\frac{g}{ds/dy}.$$

If $w$ represents the true continuum, $\Sigma(0^+)$ has the level shift as real part and $-\Gamma/2$ as imaginary part, with width $\Gamma=2\pi w(0)$ and lifetime $\hbar/\Gamma$.

## Worked example: 1s-ionized beryllium

The state is Be$^+$ $1s\,2s^2$ with the hole in $1s\beta$, which decays to Be$^{2+}$ $1s^2$ plus an $s$ electron. The level is unrestricted Hartree–Fock followed by CCSD, with eleven $s$ Gaussians of exponents $0.03\times2.8^{k+x}$ bohr$^{-2}$, $p$ exponents $0.2$ and $0.8$ bohr$^{-2}$, and thirteen values of $x$ from 0 to 1. There are 271 symmetry-allowed amplitudes, nine of them in $R$. The basis has no $d$ functions and no tight $p$ functions, and the Hamiltonian is nonrelativistic, so the energies describe this model and are no prediction of a measured line. The numerical check printed below asserts agreement, at $x=1/3$, of the energies of the first five iterates with an independent UCCSD code and of six columns of $J$ and $\eta$ with finite differences, and agreement of convergence or failure with $|\lambda|<0.93$ or $|\lambda|>1.07$ across the scan.

At $x=1/3$ the denominator is

$$\Delta=2.5980-4.3426+0.8286+0.7585=-0.1575\ \text{hartree}.$$

The bare shift is $\delta_0=-0.7813$ and the dressed one $\delta=-0.7146$ hartree, against $|V|=0.0283$ hartree. From $J_{\mu\mu}=\bar H_{\mu\mu}-E$, the difference $\delta-\delta_0=0.0667$ hartree equals $-(E-E_0)+(\bar H_{\mu\mu}-H_{\mu\mu})$; the first term is $10.1124-10.0439=0.0685$ hartree, which leaves $-0.002$ hartree for the second. The estimate $-\delta/\Delta=-0.7146/0.1575=-4.54$ is about 0.5% larger in magnitude than the dominant eigenvalue $-4.515$, the growth factor measured by iterating near the root is also $-4.515$, and the eigenvector has weight $0.9993$ on this one double. From $t=0$ the correlation energies run $-0.030$, $-0.068$, $+0.025$, $-0.49$, $+0.68$, $-7.5$ hartree and then run away. The root is harmless: Newton's method finds it with an Auger amplitude of $0.048$.

With $R$ removed the iteration converges in 89 steps, with $\rho=0.823$, to $-10.114440$ hartree. Removing the one offending double gives convergence in 86 steps, while removing a control set of nine doubles $1s\alpha\,2s\beta\to ha$ leaves the runaway. The full root is at $-10.112416$ hartree, so $E_{\rm full}-E_{\rm trunc}=+2.024\times10^{-3}$ hartree, and the linear formula gives $2.027\times10^{-3}$ hartree ($0.055$ eV). The nearest double accounts for most of this: the energy with it alone removed is $-10.114237$ hartree, $1.82\times10^{-3}$ hartree below the full root. The estimate with the bare coupling and the dressed $A$, $V^2/|A|=0.0283^2/0.872=0.92\times10^{-3}$ hartree, is about half of that, so the dressing of the coupling cannot be neglected here. The $2s^2\to2p^2$ amplitudes contribute to this dressing, because the Coulomb repulsion couples their configurations to the decayed one, but they are not its only source. Full configuration interaction in the same basis gives $-10.112656$ hartree, $2.4\times10^{-4}$ hartree below full CCSD, and it contains the corresponding pseudostates at slightly different energies. With neutral Be at $-14.630261$ hartree (CCSD), the binding energy is $14.630261-10.114440=4.51582$ hartree, or $122.88$ eV, against $122.94$ eV from the full root. This value is not converged in the basis: with five $p$ and two $d$ shells the truncated result rises by $0.59$ eV, to $123.47$ eV.

The scan shows both half-windows. At $\Delta=-0.476$ hartree, $\lambda=-1.538$, and damping with $\omega=1/(1+1.538)=0.394$ converges to the wanted root in 229 steps. At $\Delta=+0.200$ hartree, $\lambda=+3.453$, and $\omega=0.3$ gives $\lambda_\omega=1+0.3\times2.453=1.736$: the damped run meets the residual threshold, but at a different root. At $\Delta=+0.602$ hartree the undamped run does the same. At $\Delta=-0.758$ hartree, $\lambda=-0.991$ is stable, yet 400 steps do not suffice. Further from the window the dominant eigenvalue is $0.81$ to $0.82$, close to the radius of the truncated problem, which stays between $0.811$ and $0.823$ throughout. The shift is not constant across the window: $s-\Delta$ goes from $-0.80$ hartree at $x=0.167$ to $-0.67$ hartree at $x=0.5$.

The difference $E_{\rm full}-E_{\rm trunc}$ climbs from $+4.3\times10^{-4}$ hartree at $x=0$ to $+2.03\times10^{-2}$ hartree at $x=0.5$ and is $-3.9\times10^{-3}$ hartree at the next point. Nothing happens to it where $\Delta$ changes sign, between $x=0.333$ and $0.417$; the jump comes where $s$ changes sign, at $x=0.512$. At $x=0.5$, $s=-0.069$ hartree and the linear formula overshoots, with $2.61\times10^{-2}$ hartree. The closed form, with $g=1.788\times10^{-3}$ hartree$^2$ taken from the nearby crossing, gives $\sqrt{0.069^2+4g}=0.109$ hartree, a shift $(0.109-0.069)/2=0.020$ hartree and $\lambda=1+0.109/0.602=1.18$, against the computed $1.171$. Where $|s|>0.3$ hartree the program asserts the linear formula to 5% of $\sum_k|g_k/s_k|$.

With eleven exponents the scan is only roughly periodic: $E_{\rm full}-E_{\rm trunc}$ is $4.3\times10^{-4}$ hartree at $x=0$ and $3.7\times10^{-4}$ hartree at $x=1$. The average over $x$ gives $\Sigma(0.35)=(3.890-9.839i)\times10^{-4}$ and $\Sigma(0.5)=(3.488-9.648i)\times10^{-4}$ hartree. Linear extrapolation to $\gamma=0$ subtracts $0.35/0.15=2.333$ times their difference. The real part is $3.890+2.333\times0.402=4.83$ and the imaginary part $-9.839-2.333\times0.191=-10.28$, in the same unit. The extrapolation raises the real part by a quarter and amplifies the error of a thirteen-point sum, so these figures are rough. The level shift is thus $+4$ to $+5\times10^{-4}$ hartree (about $0.01$ eV), or about $1\times10^{-4}$ of the binding energy, and $\Gamma\approx2.06\times10^{-3}$ hartree ($0.056$ eV, lifetime 12 fs). The crossing, with the slope $ds/dx=5.871$ hartree taken between the scan points $x=0.5$ and $0.583$, gives $2\pi\times1.788\times10^{-3}/5.871=1.91\times10^{-3}$ hartree, 7% lower; the local slope at the crossing is $5.64$ hartree and gives $1.99\times10^{-3}$ hartree, 3% lower. Interpolating $s_k(x)$ and $g_k(x)$ with splines allows $\gamma$ to be taken down to $0.005$ hartree and gives $\Sigma=(4.37-9.95i)\times10^{-4}$ hartree, so the converged average in this basis is a shift of $4.4\times10^{-4}$ hartree and $\Gamma=1.99\times10^{-3}$ hartree ($0.054$ eV), the local-slope value. These widths come from the same pseudostates, so their agreement checks only the averaging. Fourteen $s$ exponents with ratio $2.2$ give $\Gamma=2.02\times10^{-3}$ hartree, and a third $p$ exponent of $3.2$ bohr$^{-2}$ gives $2.09\times10^{-3}$ hartree, both with a shift of $4.3\times10^{-4}$ hartree; this supports the continuum assumption at the level of a few per cent without proving it.

## Choosing the setting

Before iterating, list $\Delta$ and $\delta_0$ for the doubles in $R$. A member with $|\Delta|$ clearly below $|\delta_0|$ predicts failure of the plain update. Near the edge the bare shift does not decide: at $\Delta=-0.758$ hartree in the scan, $\delta_0=-0.834$ hartree and yet $|\lambda|$ is just below one. If it has $\Delta<0$ and $\Delta+\delta<0$, damping with $\omega<2/(1-\lambda)$ works at the cost of more steps. If $\Delta$ and $\Delta+\delta$ differ in sign, damping alone cannot work (a negative shift must first reverse the sign of the denominator), and a run that converges must be checked for amplitudes above one, the mark of the decayed root in the model.

A selection by denominator needs a threshold of at least $|\delta|$, about $0.7$ to $0.8$ hartree here, both to cover the window and to include the resonant double at $\Delta=-\delta$. A threshold drawn tightly round $\Delta=0$ can miss it. When a double crosses the threshold as the basis or geometry changes, the energy jumps by its term, of order $g_k/s_k$. Removing all of $R$ avoids this, and the set is unchanged by rotations among the valence orbitals or among the virtual orbitals other than $h$, which a thresholded set is not.

For a binding energy, removal of all of $R$ is preferable to forcing the full root whenever some $|s_k|$ is within a few $\sqrt{g_k}$ of zero. At the thirteen points of this scan the full root departs from the truncated one by up to $2.0\times10^{-2}$ hartree, at least forty times the averaged shift, and by more closer to the crossing ($2.7\times10^{-2}$ hartree at $x=0.505$). The shift is at most about a quarter of the width and of the same order as the triples correction at $x=1/3$, so it matters when accuracy near $0.01$ eV is sought. When $g_k\ll s_k^2$ for every $k$, the residual $r_R$ at the truncated root, with the linear formula, estimates the energy difference from the full root in the basis at hand.

The smallness found here belongs to one light atom with weak Auger coupling. The shift is linear in $w$, and the one-step formula needs $g_k\ll s_k^2$, so a state with a strong decay channel, or with a threshold near $s=0$ that spoils the cancellation in the principal value, needs its own estimate. The truncated energy is real and carries no width; a lifetime requires the couplings $g_k$ that the removal sets aside.

## Numbers as computed

```
basis: 11 s, 0.03*2.8^(k+x), p (0.2, 0.8) bohr^-2; 1 hartree = 27.2114 eV
model V=0.02, delta=-0.6, Delta=0.3 hartree: iterate -0.30133, core root 0.00133, decayed root -0.30133 hartree
determinants 770, amplitudes 271, Auger doubles 9
x, min Auger Delta, min |s| (hartree), lam full, rho K, Jacobi full, iters K, dE, dE linear (hartree)
0.000 -1.232 -2.078  +0.818 0.823 conv        89 +4.281e-04 +4.281e-04
0.083 -1.009 -1.833  +0.818 0.823 conv        89 +6.858e-04 +6.859e-04
0.167 -0.758 -1.557  -0.991 0.823 noconv      89 +9.794e-04 +9.796e-04
0.250 -0.476 -1.247  -1.538 0.823 noconv      89 +1.372e-03 +1.372e-03
0.333 -0.157 -0.898  -4.515 0.823 runaway     89 +2.024e-03 +2.027e-03
0.417 +0.200 -0.507  +3.453 0.823 noconv      89 +3.635e-03 +3.655e-03
0.500 +0.602 -0.069  +1.171 0.823 other root  89 +2.030e-02 +2.609e-02
0.583 +1.053 +0.420  +0.815 0.822 conv        89 -3.912e-03 -3.955e-03
0.667 +1.559 +0.966  +0.815 0.821 conv        88 -1.456e-03 -1.460e-03
0.750 -1.861 +1.575  +0.814 0.820 conv        88 -6.498e-04 -6.503e-04
0.833 -1.715 +2.252  +0.812 0.818 conv        87 -2.072e-04 -2.073e-04
0.917 -1.549 -2.418  +0.810 0.815 conv        86 +1.047e-04 +1.047e-04
1.000 -1.362 -2.209  +0.806 0.811 conv        84 +3.650e-04 +3.650e-04
damping x=0.250: lam -1.538, omega 0.394, converged in 229 iterations
damping x=0.417: lam +3.453, omega 0.3, lam_omega 1.736, root missed (conv)
worked example x = 0.3333
eps h -4.3426, 2s alpha -0.8286, 2s beta -0.7585, a 2.5980 hartree
Delta -0.1575, delta0 -0.7813, dressed delta -0.7146, |V| 0.0283 hartree
lam -4.515, -delta/Delta -4.538, measured growth -4.515, weight on Auger double 0.9993
Ecorr iterates full (hartree): -0.0299 -0.06849 0.0248 -0.4909 0.6816 -7.497
Ecorr iterates K (hartree): -0.03491 -0.05149 -0.06019 -0.06484 -0.06733 -0.06869 -0.06943
iterations: R removed 89 (rho 0.823), one removed 86, control removed: runaway
Auger amplitude at Newton root 0.0478, largest amplitude 0.2026
E UHF -10.043921, CCSD R removed -10.114440, one removed -10.114237 hartree
E CCSD full (Newton) -10.112416, FCI -10.112656 hartree, reference weight 0.8818
full - truncated +2.024e-03, linear formula +2.027e-03 hartree = +0.0552 eV
neutral Be RHF -14.572018, CCSD -14.630261 hartree
1s binding energy: R removed 4.51582 hartree = 122.882 eV, full 122.937 eV
Sigma(gamma=0.35) +3.890e-04 -9.839e-04i, Sigma(0.5) +3.488e-04 -9.648e-04i hartree
pole at x 0.512: g 1.788e-03 hartree^2, ds/dx 5.871 hartree
level shift +4.828e-04 hartree = +0.0131 eV, fraction of binding energy 1.1e-04
Gamma smoothed 2.057e-03 hartree = 0.0560 eV, from pole 1.913e-03 hartree
lifetime hbar/Gamma 11.8 fs
largest |full - truncated| in scan 2.030e-02 hartree
```
